# Effective-index shift of a displaced dielectric boundary from continuous field components, part 1

(Sections cited here and not found follow in the second part.)

## First half: from Maxwell's equations to the boundary formula

**Q.** A waveguide wall is moved outward by a few nanometres and I want the change of effective index. The usual perturbation formula multiplies the change of permittivity by \(|\mathbf E|^2\) and integrates. Why should a moved wall need anything else?

**A.** Because that formula assumes that the field hardly changes where the permittivity changes. Let me fix the situation first. The guide is uniform along \(z\), lossless, isotropic and nonmagnetic. Its relative permittivity is \(\varepsilon_1\) inside a smooth closed curve \(C\) in the cross-section and \(\varepsilon_2\) outside. The angular frequency \(\omega\) is held fixed, \(k_0=\omega/c\), and a mode varies as \(e^{i\beta z-i\omega t}\) with effective index \(n=\beta/k_0\). I use the scaled magnetic field \(\tilde{\mathbf H}=Z_0\mathbf H\), where \(Z_0=\sqrt{\mu_0/\varepsilon_0}\), so that it has the unit of an electric field. The formula you have in mind is then

\[
\delta n\approx\frac{1}{N}\int\delta\varepsilon\,|\mathbf E|^2\,dA,\qquad
N=\int\left(\mathbf E^*\times\tilde{\mathbf H}+\mathbf E\times\tilde{\mathbf H}^*\right)\cdot\hat{\mathbf z}\,dA .
\]

It is sound when \(\delta\varepsilon\) is small everywhere. When a wall moves by \(h\), \(\delta\varepsilon\) equals \(\varepsilon_1-\varepsilon_2\) in a thin strip. It is the strip that is small, while the change of permittivity in it is not.

**Q.** A thin strip still gives a small effect. Why not take the field at the wall and multiply by the strip's area?

**A.** Which field at the wall? The tangential part \(\mathbf E_\parallel\), which includes the \(z\) component, is continuous, so it has one value there. The normal part is not continuous. With no free surface charge, the continuous quantity is the normal displacement field, which I write as

\[
d_\perp=\frac{D_\perp}{\varepsilon_0},\qquad
E_\perp^{\text{in}}=\frac{d_\perp}{\varepsilon_1},\qquad
E_\perp^{\text{out}}=\frac{d_\perp}{\varepsilon_2}.
\]

You can insert the inside value, the outside value or their average:

\[
|E_\perp|^2\;\to\;\frac{|d_\perp|^2}{\varepsilon_1^2},\qquad
\frac{|d_\perp|^2}{\varepsilon_2^2},\qquad
\frac{|d_\perp|^2}{4}\left(\frac1{\varepsilon_1}+\frac1{\varepsilon_2}\right)^2 .
\]

The first two differ by the factor \((\varepsilon_1/\varepsilon_2)^2\), which is about 150 for an index of 3.5 against 1.

**Q.** But all three contributions vanish as \(h\to0\). Does the disagreement not vanish too?

**A.** The shifts vanish, but their slopes do not. Each choice gives a shift proportional to \(h\), with its own coefficient. The coefficient is what you asked for, and making the displacement smaller does not decide between the choices.

**Q.** Then what would decide? I would distrust a rule chosen because it looks symmetrical.

**A.** A relation between the old and the new mode that contains no approximation. We can then take the limit \(h\to0\) in it and see which field values survive. Maxwell's equations at fixed frequency are

\[
\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad
\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\,\mathbf E .
\]

Since \(\mu_0/Z_0=\sqrt{\mu_0\varepsilon_0}=1/c\) and \(\varepsilon_0Z_0=1/c\), they become

\[
\nabla\times\mathbf E=ik_0\tilde{\mathbf H},\qquad
\nabla\times\tilde{\mathbf H}=-ik_0\varepsilon\,\mathbf E .
\]

Let unprimed symbols denote the old guide and primed ones the guide with the moved wall. The primed fields obey the same equations with \(\varepsilon'\). For the old fields I need the complex conjugates, in which \(\varepsilon\) is real:

\[
\nabla\times\mathbf E^*=-ik_0\tilde{\mathbf H}^*,\qquad
\nabla\times\tilde{\mathbf H}^*=ik_0\varepsilon\,\mathbf E^* .
\]

**Q.** How do you combine two different guides in one equation?

**A.** By the mixed flux \(\mathbf S=\mathbf E^*\times\tilde{\mathbf H}'+\mathbf E'\times\tilde{\mathbf H}^*\). The identity \(\nabla\cdot(\mathbf a\times\mathbf b)=\mathbf b\cdot\nabla\times\mathbf a-\mathbf a\cdot\nabla\times\mathbf b\) gives for its first term

\[
\nabla\cdot(\mathbf E^*\times\tilde{\mathbf H}')
=-ik_0\,\tilde{\mathbf H}'\cdot\tilde{\mathbf H}^*
+ik_0\varepsilon'\,\mathbf E^*\cdot\mathbf E' ,
\]

and for its second

\[
\nabla\cdot(\mathbf E'\times\tilde{\mathbf H}^*)
=ik_0\,\tilde{\mathbf H}^*\cdot\tilde{\mathbf H}'
-ik_0\varepsilon\,\mathbf E'\cdot\mathbf E^* .
\]

The magnetic terms cancel in the sum, because both guides have the same permeability:

\[
\nabla\cdot\mathbf S=ik_0(\varepsilon'-\varepsilon)\,\mathbf E^*\cdot\mathbf E' .
\]

**Q.** That is local. Where does the difference of the two indices come from?

**A.** From the \(z\) dependence. The conjugated old field carries \(e^{-i\beta z}\) and the new one \(e^{i\beta' z}\), so \(\mathbf S=\mathbf s(x,y)\,e^{i(\beta'-\beta)z}\). After division by the common exponential,

\[
\nabla_t\cdot\mathbf s_t+i(\beta'-\beta)s_z
=ik_0(\varepsilon'-\varepsilon)\,\mathbf E^*\cdot\mathbf E' ,
\]

where the subscript \(t\) means the cross-sectional part and the fields on the right are now the mode profiles. Integrate over the cross-section. The term \(\nabla_t\cdot\mathbf s_t\) becomes line integrals of the normal component of \(\mathbf s\) along every interface and along a distant circle.

**Q.** And there are now two interfaces, the old wall and the new one, with discontinuous fields on them. Why should those line integrals vanish?

**A.** The normal component of a cross product contains only the tangential components of its two factors. At the old wall the tangential parts of the old fields are continuous, and the new fields have no jump there where the walls are separate. At the new wall the roles are exchanged. If the walls coincide somewhere, both sets of tangential components are continuous. So the contributions from the two sides of each interface cancel. On the distant circle both guided modes have decayed, and that contribution tends to zero. Dividing what remains by \(ik_0\) leaves

\[
(n'-n)\int\left(\mathbf E^*\times\tilde{\mathbf H}'+\mathbf E'\times\tilde{\mathbf H}^*\right)\cdot\hat{\mathbf z}\,dA
=\int(\varepsilon'-\varepsilon)\,\mathbf E^*\cdot\mathbf E'\,dA .
\]

No smallness of \(h\) has been used. The relation also does not depend on the amplitude of the new mode, since a factor multiplying all primed fields appears once on each side.

**Q.** Fine, but now you will set \(\mathbf E'=\mathbf E\) on the right and we are back at my formula.

**A.** That replacement is where the error enters. Take \(h>0\). The strip lay outside the old core, so the old field in it is a field in \(\varepsilon_2\). Setting \(\mathbf E'=\mathbf E\) selects the outside value. For \(h<0\) the strip lay inside the old core, and the same replacement selects the inside value. You would get one slope for outward motion and another for inward motion, although the index of an isolated mode varies smoothly with the wall position.

**Q.** So you need the new field in the strip. Knowing it seems to require solving the new problem.

**A.** We need its limit as the wall returns to its old place. For \(h>0\) the strip belongs to the new core, so \(\mathbf E'\) there is a field in \(\varepsilon_1\). The claim is that it tends to the value of the old field on the inner side of the old wall:

\[
\mathbf E'_\parallel\to\mathbf E_\parallel,\qquad
E'_\perp\to\frac{d_\perp}{\varepsilon_1}.
\]

**Q.** That is the step I would not accept on plausibility. At a fixed point of the strip the permittivity jumps as the wall passes. Why does the field tend to anything simple?

**A.** At a fixed point it does jump, so we should compare points that lie on the same side of their respective walls. Write the displacement as \(h=\tau g\), with a fixed smooth function \(g\) along \(C\) and a small number \(\tau\). Choose a smooth map of the cross-section, \(\mathbf x=\mathbf X+\tau\boldsymbol\xi(\mathbf X)\), which carries the old wall onto the new one, the old core onto the new core, and does nothing far from the wall. Let \(J_{ij}=\partial x_i/\partial X_j\), with \(z\) unchanged. Define transported fields through

\[
\hat{\mathbf E}=J^{T}\mathbf E',\qquad \hat{\mathbf H}=J^{T}\tilde{\mathbf H}' ,
\]

so that \(\hat{\mathbf E}\cdot d\mathbf X=\mathbf E'\cdot d\mathbf x\). Circulations are thereby preserved. Fluxes are preserved if a flux vector \(\mathbf D'\) is transported as \((\det J)\,J^{-1}\mathbf D'\). Maxwell's equations equate circulations to fluxes, so they keep their form in the coordinates \(\mathbf X\). The material is replaced by the tensors

\[
\hat\varepsilon=(\det J)\,J^{-1}\varepsilon J^{-T},\qquad
\hat\mu=(\det J)\,J^{-1}J^{-T},
\]

in which \(\varepsilon\) is the old permittivity at \(\mathbf X\). The discontinuity now sits at the old wall for every \(\tau\), and on each side of it the tensors differ from \(\varepsilon\) and 1 by terms of order \(\tau\).

**Q.** So the moving jump has become a small change of coefficients. What do you still have to assume?

**A.** Two mathematical facts and their conditions. First, an isolated mode depends continuously on such coefficients. The mode must therefore be nondegenerate and must not sit at cutoff, where it merges with the radiation continuum. Second, for a smooth interface and smooth coefficients on each side, the solutions are smooth up to the interface from either side, with bounds that hold uniformly for small \(\tau\). The convergence then holds at the wall itself. This second fact fails at a sharp corner, where the field can be singular. With the amplitude and phase of the new mode fixed consistently, \(\hat{\mathbf E}\to\mathbf E\) separately on each side. Since \(J\to1\), the new field just inside the new wall tends to the old field just inside the old wall, which is the claim.

**Q.** Then put the two limits into the product.

**A.** In the strip, for \(h>0\), the old field is on its outer side and the new field on its inner side:

\[
\mathbf E^*\cdot\mathbf E'\;\to\;
|\mathbf E_\parallel|^2+\frac{d_\perp^*}{\varepsilon_2}\,\frac{d_\perp}{\varepsilon_1}
=|\mathbf E_\parallel|^2+\frac{|d_\perp|^2}{\varepsilon_1\varepsilon_2}.
\]

The exact relation contains one field from each side, so there is no choice left to make. The strip has the area element \(dA=h\,dl\), up to a curvature correction of order \(h^2\). The overlap on the left tends to \(N\). The corrections to the fields are of order \(h\) and multiply a strip of order \(h\), so they enter at second order. Hence

\[
\delta n=\frac{\varepsilon_1-\varepsilon_2}{N}\oint_C h
\left[|\mathbf E_\parallel|^2+\frac{|d_\perp|^2}{\varepsilon_1\varepsilon_2}\right]dl+O(h^2).
\]

Using \((\varepsilon_1-\varepsilon_2)/(\varepsilon_1\varepsilon_2)=1/\varepsilon_2-1/\varepsilon_1\), the same result reads

\[
\delta n=\frac1N\oint_C h\left[(\varepsilon_1-\varepsilon_2)|\mathbf E_\parallel|^2
-\left(\frac1{\varepsilon_1}-\frac1{\varepsilon_2}\right)\left|\frac{D_\perp}{\varepsilon_0}\right|^2\right]dl+O(h^2).
\]

**Q.** You assumed outward motion. Does the inward case give the same slope?

**A.** For \(h<0\) the strip changes from \(\varepsilon_1\) to \(\varepsilon_2\), so \(\varepsilon'-\varepsilon=-(\varepsilon_1-\varepsilon_2)\), and its area element is \(|h|\,dl=-h\,dl\). The two minus signs cancel. The old field is now the one in \(\varepsilon_1\) and the new field the one in \(\varepsilon_2\), which leaves the product \(|d_\perp|^2/(\varepsilon_1\varepsilon_2)\) unchanged.

**Q.** What does the normal term mean, and how far off were my three choices?

**A.** The effective squared normal field is \(|E_\perp^{\text{in}}|\,|E_\perp^{\text{out}}|\), the geometric mean of the two squared fields. Relative to it, the three choices multiply the normal term by

\[
\frac{\varepsilon_2}{\varepsilon_1}\ \text{(inside)},\qquad
\frac{\varepsilon_1}{\varepsilon_2}\ \text{(outside)},\qquad
\frac{(\varepsilon_1+\varepsilon_2)^2}{4\varepsilon_1\varepsilon_2}
=1+\frac{(\varepsilon_1-\varepsilon_2)^2}{4\varepsilon_1\varepsilon_2}\ \text{(average)}.
\]

For weak contrast all of them tend to 1. The one-sided choices err at first order in the relative contrast and the average at second order. If the normal field vanishes on the wall, all choices agree.

**Q.** And the sign of the shift?

**A.** The time-averaged power is \(P=\tfrac12\mathrm{Re}\int(\mathbf E\times\mathbf H^*)\cdot\hat{\mathbf z}\,dA\), so \(N=4Z_0P\). For a mode that carries power toward \(+z\), \(N\) is positive, and enlarging a core with \(\varepsilon_1>\varepsilon_2\) raises \(n\). The division also requires \(N\neq0\); a mode without net power flow is outside this result.

## Second half: slab, rod and the limits of the formula

**Q.** Before I look at numbers, which results and symbols do they rest on?

**A.** The relative permittivity is \(\varepsilon_1\) inside the wall and \(\varepsilon_2\) outside, \(h\) is the outward displacement, \(n=\beta/k_0\) is the effective index at fixed frequency, and \(\tilde{\mathbf H}=Z_0\mathbf H\). The continuous wall fields are \(\mathbf E_\parallel\) and \(d_\perp=D_\perp/\varepsilon_0\). To first order,

\[
\delta n=\frac{\varepsilon_1-\varepsilon_2}{N}\oint h\left[|\mathbf E_\parallel|^2+\frac{|d_\perp|^2}{\varepsilon_1\varepsilon_2}\right]dl,\qquad
N=\int(\mathbf E^*\times\tilde{\mathbf H}+\mathbf E\times\tilde{\mathbf H}^*)\cdot\hat{\mathbf z}\,dA .
\]

It follows from a relation valid for any displacement, in which \((n'-n)\) times the overlap of the old and new modes equals \(\int(\varepsilon'-\varepsilon)\mathbf E^*\cdot\mathbf E'\,dA\). Using the inside, outside or average normal field instead multiplies the \(|d_\perp|^2\) term by \(\varepsilon_2/\varepsilon_1\), \(\varepsilon_1/\varepsilon_2\) or \((\varepsilon_1+\varepsilon_2)^2/(4\varepsilon_1\varepsilon_2)\).

**Q.** I want a case whose answer is known without perturbation theory.

The first-order index shift has been derived from an exact relation between the old and new modes, which fixes the normal-field term as a product of the fields on the two sides of the wall. It remains to test the formula on a slab and a rod and to see where it stops being reliable.
